# Stretched-Exponential Threshold Drift from a Decaying Trapping Coefficient: Two Derivations, part 2

An n-channel thin-film transistor is held at constant gate voltage $V_G$ from $t=0$. Channel electrons become trapped at the interface, and the threshold voltage drifts from $V_{T0}$ by $\Delta(t)$. The initial overdrive is $V_0=V_G-V_{T0}$. The insulator has thickness $d$ and capacitance per area $C$, and $x$ is the depth from channel to gate. An electron carries $-q$; $n$ and $N$ are the free and trapped electrons per area:

$$qn=C(V_0-\Delta),\qquad n+N=\frac{CV_0}{q}. \tag{6}$$

Charge trapped at depth $x$ shifts the threshold with weight $1-x/d$. The trapping coefficient, with $k_0$ and $\omega$ in s$^{-1}$, is

$$k(t)=k_0(\omega t)^{\beta-1},\qquad 0<\beta\le 1, \tag{1}$$

and the first half integrated the rate equation

$$\frac{d\Delta}{dt}=k(t)\,(V_0-\Delta). \tag{7}$$

With the clock $u(t)=\int_0^t k\,dt'=(t/\tau)^\beta$, this gives $\Delta=V_0(1-e^{-u})$, or about $V_0u$ at early times. The second half obtained the same shift from the probability $S$ that one electron, trapped independently of the others, is still free:

$$S(t)=e^{-u(t)}. \tag{18}$$

At temperature $T$, taking $\beta=T/T_0$ and $k_0=\beta\omega\,e^{-E_A/k_BT_0}$ with constant $T_0$, $\omega$ and $E_A$ gives

$$\tau=\frac1\omega\,e^{E_A/k_BT}. \tag{13}$$

Three variants were considered. If the process behind $k$ began a time $t_a$ before the bias, the clock is

$$u_a(t)=\frac{(t+t_a)^\beta-t_a^\beta}{\tau^\beta}. \tag{14}$$

For reaction order $m>1$, the remaining fraction $g=1-\Delta/V_0$ is

$$g=\left[1+(m-1)u\right]^{-1/(m-1)}. \tag{15}$$

With release, trapped electrons escape at the rate $r\,k(t)$, where $r$ is a constant ratio.

The worked example has $d=300$ nm, relative permittivity 7, $V_G=20$ V, $V_{T0}=2$ V, $T=300$ K, $T_0=600$ K, $\omega=10^{10}$ s$^{-1}$ and $E_A=0.95$ eV. Then $C=20.66$ nF/cm$^2$, $V_0=18$ V, $\beta=0.5$ and $\tau=9.1\times10^5$ s. The shift is 0.019 V at 1 s and 1.79 V at $10^4$ s.

### Where a decaying coefficient can come from

Suppose that an electron is trapped permanently when a helper species acts on it, for example a mobile atom that rearranges the bonds at the interface. The helper is not consumed. It can act while mobile, but it spends most of its time in traps of its own. If $p(t)$ is the fraction of helpers that are mobile, and $\kappa$ is the trapping rate that an electron would feel if all were mobile, then

$$k(t)=\kappa\,p(t). \tag{19}$$

Each electron is assumed to feel the average over many helpers.

Let the helper traps have depths $E$ distributed as $g(E)=e^{-E/k_BT_0}/(k_BT_0)$. A mobile helper is captured at the total rate $c$, shared among the depths according to $g$. A helper at depth $E$ escapes at the rate $r(E)=\nu e^{-E/k_BT}$, where $\nu$ is its attempt rate. If $h(E,t)$ is the fraction of helpers trapped per unit of depth, then

$$\frac{\partial h}{\partial t}=c\,g(E)\,p-r(E)\,h,\qquad p+\int_0^\infty h\,dE=1. \tag{20}$$

All helpers are assumed to be mobile at $t=0$, when the bias is applied. If they were released a time $t_a$ earlier, the mobile fraction during bias is $p(t+t_a)$, and the older clock of (14) applies at long times. A tilde denotes the Laplace transform, $\tilde p(s)=\int_0^\infty e^{-st}p(t)\,dt$. Since $h$ starts from zero, the first equation gives $\tilde h=c\,g\,\tilde p/(s+r)$. The second gives

$$\tilde p\,\left[1+c\,I(s)\right]=\frac1s,\qquad I(s)=\int_0^\infty\frac{g(E)\,dE}{s+r(E)}. \tag{21}$$

To find $I$, set $y=e^{-E/k_BT}$ and $\alpha=T/T_0$. Then $e^{-E/k_BT_0}=y^\alpha$ and $dE=-k_BT\,dy/y$, so $g\,dE$ becomes $\alpha y^{\alpha-1}dy$ on the interval from 0 to 1, the sign being used to order the limits. With $z=\nu y/s$,

$$I(s)=\alpha\int_0^1\frac{y^{\alpha-1}dy}{s+\nu y}=\alpha\,\nu^{-\alpha}s^{\alpha-1}\int_0^{\nu/s}\frac{z^{\alpha-1}}{1+z}\,dz. \tag{22}$$

Long times correspond to $s\ll\nu$. For $0<\alpha<1$ the upper limit may then be moved to infinity. Writing $1/(1+z)=\int_0^\infty e^{-w(1+z)}dw$ and integrating over $z$ first gives

$$\int_0^\infty\frac{z^{\alpha-1}}{1+z}dz=\Gamma(\alpha)\int_0^\infty w^{-\alpha}e^{-w}dw=\Gamma(\alpha)\Gamma(1-\alpha)=\frac{\pi}{\sin\pi\alpha}, \tag{23}$$

where the last step is the reflection formula of the gamma function. Thus, at small $s$,

$$c\,I(s)\simeq K s^{\alpha-1},\qquad K=\frac{\pi\alpha\,c}{\nu^\alpha\sin\pi\alpha}. \tag{24}$$

This grows without limit as $s\to0$, so the 1 in (21) can be dropped and $\tilde p\simeq s^{-\alpha}/K$. The transform of $t^{\alpha-1}$ is $\Gamma(\alpha)s^{-\alpha}$. Therefore, at long times,

$$p(t)\simeq\frac{t^{\alpha-1}}{K\,\Gamma(\alpha)}=\frac{\sin\pi\alpha}{\pi\alpha\,\Gamma(\alpha)}\,\frac{\nu}{c}\,(\nu t)^{\alpha-1}. \tag{25}$$

The passage from small $s$ to long $t$ is safe because $p$ decreases steadily. For discrete trap levels, a rescaling of the occupations makes the matrix of rates symmetric, and $p$ is then a sum of decaying exponentials and a constant equilibrium term, all with non-negative weights. The constant tends to zero as the levels extend to unlimited depth. For such a function the leading power of $\tilde p$ at small $s$ fixes the leading power of $p$ at long times.

The physical reason for the decay is a gradual sinking in energy. At time $t$, traps shallower than about $k_BT\ln(\nu t)$ have had time to release their helpers, and deeper ones have not. The boundary moves down as time passes, and the mobile fraction falls.

Equations (19) and (25) have the assumed form with $\beta=\alpha=T/T_0$. Integrating $\kappa p$ and using $\alpha\Gamma(\alpha)=\Gamma(1+\alpha)$ gives

$$u(t)=\frac{\kappa\,t^\alpha}{K\,\Gamma(1+\alpha)}. \tag{26}$$

The early interval, in which $p$ has not yet reached its power law, changes $u$ by an amount that becomes small relative to $u$ at long times. The stretched exponential is accurate if $\kappa$ is small enough for the clock to remain small until (25) holds. This takes very long when $\alpha$ is close to 1, because the relative correction to $u$ in general falls only as $(\nu t)^{\alpha-1}$. For $\nu=c$ and $\nu t=10^6$, with $\kappa$ chosen so that (26) gives $u=1$, the integral of $\kappa p$ is 1.01 at $\alpha=0.7$ but 1.29 at $\alpha=0.9$. Slow capture, $c\ll\nu$, also delays the law: for $\alpha=0.5$ and $c=0.01\,\nu$, the integral at $\nu t=10^6$ is still 5 percent below (26).

The mechanism was tested by diagonalizing the rate matrix of a mobile state with 400 trap levels spaced by $0.1\,k_BT$, for $\alpha=0.5$ and $\nu=c$. At $\nu t=10^6$ the mobile fraction is $3.592\times10^{-4}$, both from the levels and from (25). With $\kappa/\nu=0.00143$ the clock reads $u=1.026$. The electron survival computed from the levels is 0.358, equal to $e^{-u}$ to the same digits.

### When the carriers themselves sink

It is tempting to drop the helper and let the electrons do the sinking. Suppose that they move between a mobile state and shallow traps with the same rates as above, and are permanently lost from the mobile state at the rate $\kappa$. Let $p$ and $h$ now refer to the electrons. The surviving fraction is $S=p+\int h\,dE$, and it falls as $dS/dt=-\kappa p$. The equation for $h$ is unchanged, so the transforms obey

$$\tilde S=\tilde p\,[1+cI(s)]\simeq K s^{\alpha-1}\tilde p,\qquad s\tilde S-1=-\kappa\tilde p. \tag{27}$$

Eliminate $\tilde p$ and set $\lambda=\kappa/K$:

$$\tilde S=\frac{s^{\alpha-1}}{s^\alpha+\lambda}=\sum_{j=0}^\infty(-\lambda)^j s^{-\alpha j-1}. \tag{28}$$

The series converges for $s^\alpha>\lambda$. Inverting each term with the transform of $t^{\alpha j}$, which is $\Gamma(1+\alpha j)s^{-\alpha j-1}$, gives

$$S(t)=\sum_{j=0}^\infty\frac{(-\lambda t^\alpha)^j}{\Gamma(1+\alpha j)}=E_\alpha(-\lambda t^\alpha),\qquad \lambda t^\alpha=\Gamma(1+\alpha)\,u. \tag{29}$$

This is the Mittag-Leffler function, not a stretched exponential. Both begin as $1-u$, but at late times (28) gives $\tilde S\simeq s^{\alpha-1}/\lambda$, and hence a power-law tail $S\simeq t^{-\alpha}/[\lambda\,\Gamma(1-\alpha)]$. Like (26), equation (29) rests on the small-$s$ form (24) and sets in slowly when $\alpha$ is close to 1. For $\nu=c$ and $\nu t=10^6$, with $\kappa$ chosen so that (26) gives $u=1$, the full model gives a survival of 0.427 against 0.429 from (29) at $\alpha=0.7$, but 0.311 against 0.389 at $\alpha=0.9$.

The difference lies in who owns the clock. A helper's mobile fraction is unaffected by the trapping of electrons. When the electrons sink themselves, permanent loss removes them from the mobile state, and the survivors are weighted towards deep traps, where they are safe for a long time. The loss per survivor is $\kappa p/S$, and $p$ is itself depleted by the loss. The survivors are counted as free in the sense of (6), although at long times nearly all of them sit in traps, and the filling of these traps is ignored. The case is therefore a comparison of rate laws, not a model of a threshold read from the drain current.

For the same level model and the same $\kappa$, the survival at $u=1.026$ is 0.454, against 0.358 for the helper clock. At $u=0.103$ the two are 0.905 and 0.902, the second taken from $e^{-u}$. The trapped fractions, which set the threshold shift in this model, then differ by about 3 percent for the same clock and the same final shift. A measured record does not supply these. Over the two decades of time that end at $u=0.103$, a stretched exponential with $\tau$ and $\beta$ fitted follows the Mittag-Leffler trapped fraction to about 0.5 percent. If the final shift is fitted too, it comes out near $0.65\,V_0$ and the agreement is about 0.01 percent. An early record therefore hardly separates the two laws unless the final shift is known independently and the data are precise to well under one percent.

### What each derivation assumes

Both derivations place the trapped charge at the interface, hold the gate voltage constant, exclude release and let the clock start with the bias. They differ in the rest.

The rate equation deals with mean densities. It takes $k(t)$ as given, says nothing about its origin, and requires $0<\beta\le1$ as stated, with $\beta>0$ needed for the integral. Since it does not rely on independent electrons, it can be changed to another reaction order, as in (15). Its weakness is that a time-dependent coefficient can be written down for any decay: from a measured $S(t)$ one may define $k=-\dot S/S$. Equation (7) gains physical content when $k$ is known to be independent of the trapping itself.

The survival argument assumes that electrons are trapped independently. It therefore covers first order and gives the scatter as well as the mean. Combined with the helper model it predicts $\beta=T/T_0<1$ and a value for $k_0$, at the price of an exponential distribution of trap depths and a restriction to long times.

It also shows where averaging matters. If each electron depended on a few nearby helpers, its accumulated coefficient $U$ would vary from one electron to the next. The survival would be the average of $e^{-U}$, which is at least $e^{-\langle U\rangle}$ because the exponential is convex. Trapping would then be slower than (18) predicts for the same mean clock.

The helper model also qualifies the activation law $\tau=\omega^{-1}e^{E_A/k_BT}$ of the first half. Setting $u=1$ in (26) gives

$$\tau=\frac1\nu\left[\frac{c}{\kappa}\,\frac{\pi\alpha\,\Gamma(1+\alpha)}{\sin\pi\alpha}\right]^{T_0/T}. \tag{30}$$

If $c/\kappa$ is constant, it supplies the activated factor with $E_A=k_BT_0\ln(c/\kappa)$. The remaining factor depends on temperature through $\alpha$, so the activation law is approximate in this model. For $T_0=600$ K and $E_A=0.95$ eV, the apparent activation energy of (30) between 300 K and 330 K is 0.91 eV. With $\nu=c=10^{10}$ s$^{-1}$ and $\kappa$ chosen to give the example's $\tau$ at 300 K, the shift after $10^4$ s at 330 K is 6.75 V, somewhat below the 7.4 V that (13) gives.

### The model beside a real transistor

The example lies in the rough regime of a hydrogenated amorphous silicon transistor with a silicon nitride gate insulator. There, insulators of a few hundred nanometres, gate voltages of some tens of volts or less, exponents near one half and activation energies near 1 eV are typical as rough values. None of the chosen parameters is far from these, but none was fitted to a device. Nor does the similarity identify the mechanism: in these transistors the drift is often attributed to the creation of defects in the silicon, which a stretched exponential can describe as well. Among the changes sized here, a temperature 30 K higher moves the number most. At 330 K, with $\omega$, $E_A$ and $T_0$ held fixed, $\beta=0.55$ and $\tau=3.2\times10^4$ s, and the shift after $10^4$ s is 7.4 V instead of 1.79 V. At 300 K, an earlier start of the clock by $10^4$ s reduces the shift from 1.79 V to 0.76 V.

Electrons can also tunnel into traps inside the insulator. In the semiclassical estimate, the probability of reaching depth $x$ is $e^{-G}$ with

$$G(x)=\frac2\hbar\int_0^x\sqrt{2m(\Phi-qFx')}\,dx'. \tag{31}$$

Rough assumed values are a barrier $\Phi=2$ eV, a mass $m$ of 0.4 electron masses and an attempt rate of $10^{13}$ s$^{-1}$. The field is taken as $F=V_G/d=0.667$ MV/cm. The value $V_0/d=0.6$ MV/cm, which counts the free sheet alone, changes the reach found below by about 0.02 nm. Setting the attempt rate times $t\,e^{-G}$ equal to one at $t=10^4$ s gives a reach of 4.4 nm. Charge at that depth would shift the threshold 1.5 percent less than the same charge at the interface.

If every trap within this reach $x_r$ is filled, integrating the weight $1-x/d$ over the layer gives a shift $qN_tx_r(1-x_r/2d)/C$, where $N_t$ is the trap density per volume. For an assumed $10^{17}$ cm$^{-3}$ this is 0.34 V, about a fifth of the model's 1.79 V. A density of $5.2\times10^{17}$ cm$^{-3}$ would match the whole shift. At $10^4$ s, insulator trapping can be neglected when $N_t$ is well below that value. At earlier times the limit is stricter, because the reach changes little while the model's shift grows as $t^{1/2}$. At 1 s the reach is 3.4 nm, and a density of only $7\times10^{15}$ cm$^{-3}$ would match the model's shift of 0.019 V.

Other effects are smaller for these numbers. In a channel with drain bias, the constant current is proportional to $(V_0-V)\,dV/dx$, with $x$ now measured along the channel, so the length spent at channel potential $V$ is proportional to $(V_0-V)\,dV$. With 1 V on the drain, the mean initial overdrive weighted in this way is 17.5 V instead of 18 V, and the initial trapping rate is lower by about 3 percent. The gate field is 0.13 of an assumed breakdown field of 5 MV/cm. Tunnelling through the whole barrier carries a factor of about $10^{-80}$, or $10^{-88}$ with the field $V_0/d$, so direct leakage from the channel to the gate by this path is negligible. Conduction through traps in the insulator is not covered by this estimate.

## Calculated quantities

```
insulator thickness 300 nm, rel. permittivity 7
capacitance C = 20.66 nF/cm2
VG = 20 V, VT0 = 2 V, overdrive = 18 V
T = 300 K, T0 = 600 K, kB*T0 = 0.0517 eV
beta = 0.50, omega = 1.0e+10 1/s, E_A = 0.95 eV
k0 = 52.399 1/s
tau = 9.1054e+05 s = 10.54 days
initial carrier density = 2.321e+12 1/cm2
t = 1e+00 s: shift closed 0.0189 V, integrated 0.0189 V
t = 1e+02 s: shift closed 0.1877 V, integrated 0.1877 V
t = 1e+04 s: shift closed 1.7909 V, integrated 1.7909 V
t = 1e+06 s: shift closed 11.6884 V, integrated 11.6884 V
t = 1e+07 s: shift closed 17.3453 V, integrated 17.3453 V
at t = 1e+04 s: u = 0.10480, k = 5.240e-06 1/s
  trapped density = 2.309e+11 1/cm2
  early power law gives 1.8864 V
shift at t = tau: 11.378 V
slope of double-log plot from integration = 0.50000
largest error of trapped fraction, four beta values = 4.1e-11
activation energy from quadrature = 0.95000 eV
Trapping model, alpha = 0.5, nu = c, nu*t = 1e6:
  mobile fraction: levels 3.5918e-04, formula 3.5917e-04
  kappa/nu = 0.00143, u = 1.0262
  helper clock: survival 0.3584, exp(-u) 0.3584
  dispersive carriers: survival 0.4536, Mittag-Leffler 0.4536
  at nu*t = 1e4: u = 0.1026, dispersive carriers 0.9051, exp(-u) 0.9025
Departures at t = 1e+04 s (law gives 1.7909 V):
  at 330 K: beta = 0.55, tau = 3.224e+04 s, shift 7.354 V
  clock aged by 1e+04 s before bias: shift 0.7646 V
  order 1.5: 1.7478 V; at tau 10.000 V
  release ratio 0.05: 1.7863 V; at tau 11.144 V; final 17.143 V
  drain bias 1 V: mean overdrive 17.505 V
Gate field = 0.667 MV/cm; assumed breakdown 5 MV/cm; ratio 0.133
Assumed barrier 2 eV, mass 0.4 m_e, attempt rate 1e+13 1/s
  log10 of tunnelling factor through barrier = -79.6
  tunnelling reach into insulator at 1e+04 s = 4.44 nm
  shift lost if charge sits at that depth = 1.48 %
  filled insulator traps, 1e+17 1/cm3: shift 0.342 V
  trap density that would equal the law's shift = 5.24e+17 1/cm3
```
